# Core-Level Shifts from Equivalent Cores: Two Derivations of Jolly's Expression: a numerical check

```python
"""Equivalent-core (Jolly) expression for C 1s binding-energy shifts.

Result under test, for a molecule M and the reference R = CH4:
    E_B(M) - E_B(R) = dE_rx - (delta_M - delta_R)
    dE_rx   : energy of M + R'(+) -> M'(+) + R, with C replaced by N in M'(+)
    delta_M : energy of M(+*) + N5+(1s2) -> M'(+) + C5+(1s1)
The shift equals dE_rx when delta is the same in M and R.
An independent value of delta comes from a path on which the nuclear charge
is 6 + lam and the core occupation is 1 + lam, with lam from 0 to 1.
Parts of delta: P = electrostatic penetration, X = core-valence exchange,
Q = change inside the core caused by its surroundings.
w_M = energy released when M'(+) relaxes from the geometry of M.
Internal energies are in hartree and lengths in angstrom unless noted.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants, integrate, linalg
from pyscf import gto, lib, scf

EV = constants.physical_constants["Hartree energy in eV"][0]
KJ_PER_EV = constants.e * constants.N_A / 1000.0
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
LIGAND_BASIS = "6-31g**"
SITE_BASIS = ([[0, [0.12 * 2.6**k, 1.0]] for k in range(12)]
              + [[1, [0.12 * 2.6**k, 1.0]] for k in range(6)]
              + [[2, [0.7, 1.0]]])
TETRA = np.array([[1, 1, 1], [-1, -1, 1], [-1, 1, -1], [1, -1, -1]]) / np.sqrt(3)


def atoms(name, site, length, length_h):
    """Site atom at the origin; length is the bond that is minimized."""
    if name == "CH4":
        ligands = [("H", tuple(length * v)) for v in TETRA]
    elif name == "CH3F":
        ligands = [("F", tuple(length * TETRA[0]))]
        ligands += [("H", tuple(length_h * v)) for v in TETRA[1:]]
    elif name == "CO":
        ligands = [("O", (0.0, 0.0, length))]
    else:
        ligands = [("O", (0.0, 0.0, length)), ("O", (0.0, 0.0, -length))]
    return [(site, (0.0, 0.0, 0.0))] + ligands


def best_length(name, site, guess, length_h):
    """Bond length at the RHF minimum from a cubic through four energies."""
    offsets = np.array([-0.08, -0.027, 0.027, 0.08])
    energies = []
    for x in offsets:
        mol = gto.M(atom=atoms(name, site, guess + x, length_h),
                    basis=LIGAND_BASIS, charge=int(site == "N"), verbose=0)
        mf = scf.RHF(mol)
        energies.append(mf.kernel())
        assert mf.converged
    cubic = np.polyfit(offsets, np.array(energies) - energies[0], 3)
    roots = np.roots(np.polyder(cubic))
    minima = [r.real for r in roots if abs(r.imag) < 1e-10
              and np.polyval(np.polyder(cubic, 2), r.real) > 0]
    assert len(minima) == 1 and abs(minima[0]) < 0.1
    return guess + minima[0]


def build(atom_list, charge=0, spin=0):
    site = atom_list[0][0]
    basis = {a[0]: (SITE_BASIS if a[0] == site else LIGAND_BASIS)
             for a in atom_list}
    return gto.M(atom=atom_list, basis=basis, charge=charge, spin=spin, verbose=0)


def prepare(mol, pairs, core_index):
    """Integrals for a molecule whose carbon site is atom 0."""
    with mol.with_rinv_at_nucleus(0):
        inv_r = mol.intor("int1e_rinv")
    charges, xyz = mol.atom_charges(), mol.atom_coords()
    site_pull = sum(z / np.linalg.norm(x - xyz[0])
                    for z, x in zip(charges[1:], xyz[1:]))
    overlap = mol.intor("int1e_ovlp")
    values, vectors = linalg.eigh(overlap)
    return SimpleNamespace(
        kin=mol.intor("int1e_kin"), inv_r=inv_r, overlap=overlap,
        others=mol.intor("int1e_nuc") + charges[0] * inv_r,
        pull=site_pull, enuc=mol.energy_nuc(), orth=vectors / np.sqrt(values),
        eri=mol.intor("int2e", aosym="s8"), pairs=pairs, core=core_index)


def solve(s, lam, orbitals=None):
    """Restricted SCF: nuclear charge 6+lam, core occupation 1+lam."""
    occ = 1.0 + lam
    h = s.kin + s.others - (6.0 + lam) * s.inv_r
    mo = linalg.eigh(h, s.overlap)[1] if orbitals is None else orbitals
    closed = [i for i in range(s.pairs) if i != s.core]
    diis = lib.diis.DIIS()
    for _ in range(150):
        c, v = mo[:, s.core], mo[:, closed]
        dv, pc = 2.0 * v @ v.T, np.outer(c, c)
        j, k = scf.hf.dot_eri_dm(s.eri, np.array([dv, pc]), hermi=1)
        field = h + j[0] - 0.5 * k[0]
        f_closed = field + occ * (j[1] - 0.5 * k[1])
        f_core = field + (2.0 * lam / occ) * j[1]
        energy = (0.5 * np.sum(dv * (h + field)) + occ * (c @ field @ c)
                  + lam * (c @ j[1] @ c) + s.enuc + lam * s.pull)
        # Core-closed rotations have their own stationarity condition.
        eff = mo.T @ f_closed @ mo
        row = mo.T @ f_core @ c
        row[closed] = (mo.T @ (field + j[1]) @ c)[closed]
        eff[:, s.core] = row
        eff[s.core, :] = row
        fock = s.overlap @ mo @ eff @ mo.T @ s.overlap
        fds = fock @ (dv + occ * pc) @ s.overlap
        error = s.orth.T @ (fds - fds.T) @ s.orth
        if np.max(np.abs(error)) < 1e-5:
            break
        fock = diis.update(fock, xerr=error)
        mo = linalg.eigh(fock, s.overlap)[1]
    else:
        raise RuntimeError("core-hole SCF did not converge")
    assert 5.0 < c @ s.inv_r @ c < 7.5  # the orbital is the site's 1s
    return SimpleNamespace(energy=energy, mo=mo, c=c, dv=dv, pc=pc,
                           jv=j[0], kv=k[0], jc=j[1], lam=lam)


def slope_parts(s, a):
    """Penetration, exchange and core-only parts of dE/dlam."""
    c = a.c
    penetration = (c @ (a.jv + s.others) @ c
                   - (np.sum(a.dv * s.inv_r) - s.pull))
    exchange = -0.5 * (c @ a.kv @ c)
    core_only = (c @ (s.kin - (6.0 + a.lam) * s.inv_r + a.jc) @ c
                 - (1.0 + a.lam) * (c @ s.inv_r @ c))
    return np.array([penetration, exchange, core_only])


# Free cores in the same site basis: C5+ with one and N5+ with two electrons.
bare = prepare(build([("C", (0.0, 0.0, 0.0))]), 1, 0)
core_c = solve(bare, 0.0)
core_n = solve(bare, 1.0, core_c.mo)
assert abs(core_c.energy + 6.0**2 / 2.0) < 0.01  # exact one-electron energy
core_step = core_n.energy - core_c.energy

# Potential deficit of a 1s density (exponent zeta): closed form and quadrature.
zeta = 6.0


def deficit(s):
    return np.exp(-2.0 * zeta * s) * (1.0 / s + zeta)


def radial(r):
    return 4.0 * zeta**3 * r**2 * np.exp(-2.0 * zeta * r)


for s_test in (0.05, 0.2, 0.5):
    inner = integrate.quad(radial, 0.0, s_test)[0] / s_test
    outer = integrate.quad(lambda r: radial(r) / r, s_test, s_test + 6.0)[0]
    assert abs(1.0 / s_test - inner - outer - deficit(s_test)) < 1e-7

guesses = {"CH4": (1.09, 1.02), "CH3F": (1.37, 1.35),
           "CO": (1.11, 1.04), "CO2": (1.14, 1.10)}
cations = {"CH4": "NH4+", "CH3F": "NH3F+", "CO": "NO+", "CO2": "NO2+"}
nodes, weights = np.polynomial.legendre.leggauss(3)
nodes, weights = 0.5 * (nodes + 1.0), 0.5 * weights
results = {}
length_ch = length_nh = None

for name, (guess_c, guess_n) in guesses.items():
    r_c = best_length(name, "C", guess_c, length_ch)
    r_n = best_length(name, "N", guess_n, length_nh)
    if name == "CH4":
        length_ch, length_nh = r_c, r_n
    geometry = atoms(name, "C", r_c, length_ch)
    mol = build(geometry)
    heavy_ligands = sum(a[0] != "H" for a in geometry[1:])
    system = prepare(mol, mol.nelectron // 2, heavy_ligands)

    neutral = scf.RHF(mol)
    neutral._eri = system.eri
    e_neutral = neutral.kernel()
    vertical = scf.RHF(build(atoms(name, "N", r_c, length_ch), charge=1))
    e_vertical = vertical.kernel()
    relaxed = scf.RHF(build(atoms(name, "N", r_n, length_nh), charge=1))
    e_relaxed = relaxed.kernel()
    assert neutral.converged and vertical.converged and relaxed.converged

    hole = solve(system, 0.0, neutral.mo_coeff)
    # The general unrestricted energy expression must give the same energy.
    check = scf.UHF(build(geometry, charge=1, spin=1))
    check._eri = system.eri
    spin_densities = np.array([0.5 * hole.dv + hole.pc, 0.5 * hole.dv])
    assert abs(check.energy_tot(dm=spin_densities) - hole.energy) < 1e-6

    # Other nuclei: potential averaged over the core and at the site nucleus.
    mean_potential = -(hole.c @ system.others @ hole.c)
    assert abs(mean_potential - system.pull) * EV < 0.1

    parts, state = np.zeros(3), hole
    for lam, weight in zip(nodes, weights):
        state = solve(system, lam, state.mo)
        parts += weight * slope_parts(system, state)
    # Path integral against separately computed total energies.
    path_error = (parts.sum() - (e_vertical - hole.energy)) * EV
    assert abs(path_error) < 0.01
    parts[2] -= core_step
    assert parts[0] < 0.0

    results[name] = SimpleNamespace(
        r_c=r_c, r_n=r_n, neutral=e_neutral * EV, hole=hole.energy * EV,
        vertical=e_vertical * EV, relaxed=e_relaxed * EV,
        binding=(hole.energy - e_neutral) * EV,
        strong=(e_vertical - e_neutral - core_step) * EV,
        delta=(e_vertical - hole.energy - core_step) * EV,
        parts=parts * EV, path_error=path_error,
        w=(e_vertical - e_relaxed) * EV,
        mean=mean_potential * EV, centre=system.pull * EV)
    assert results[name].w > 0.0

ref = results["CH4"]
shifts, reactions, thermo = {}, {}, {}
for name in ("CH3F", "CO", "CO2"):
    m = results[name]
    shifts[name] = m.binding - ref.binding
    reactions[name] = (m.vertical + ref.neutral) - (m.neutral + ref.vertical)
    thermo[name] = (m.relaxed + ref.neutral) - (m.neutral + ref.relaxed)
errors = np.array([reactions[n] - shifts[n] for n in shifts])
shift_values = np.array(list(shifts.values()))
# Equal delta is a useful approximation and far weaker than delta = 0.
assert np.mean(np.abs(errors)) < 0.5 * np.mean(np.abs(shift_values))
assert np.max(np.abs(errors)) < abs(ref.delta)

print("Free cores, total energy (eV)")
print(f"  C5+(1s1) {core_c.energy*EV:.3f}   N5+(1s2) {core_n.energy*EV:.3f}")
print(f"  N5+ minus C5+ {core_step*EV:.3f}")
print("Minimized bond lengths (angstrom): molecule, cation")
for n, m in results.items():
    print(f"  {n:5s} {m.r_c:.4f}   {cations[n]:6s} {m.r_n:.4f}")
print("Total energies (eV): M, M+*, M'+ vertical, M'+ relaxed")
for n, m in results.items():
    print(f"  {n:5s} {m.neutral:.3f} {m.hole:.3f} {m.vertical:.3f} {m.relaxed:.3f}")
print("C 1s binding energy (eV): core-hole SCF, estimate with delta=0")
for n, m in results.items():
    print(f"  {n:5s} {m.binding:.3f}   {m.strong:.3f}")
print("Core-exchange energy (eV): delta, parts P, X, Q")
for n, m in results.items():
    p, x, q = m.parts
    print(f"  {n:5s} {m.delta:.3f}   {p:.3f} {x:.3f} {q:.3f}")
print("Cation relaxation energy w (eV)")
for n, m in results.items():
    print(f"  {n:5s} {m.w:.3f}")
print("Relative to CH4 (eV): shift, vertical dE_rx, relaxed dE_rx")
for n in shifts:
    print(f"  {n:5s} {shifts[n]:.3f}   {reactions[n]:.3f}   {thermo[n]:.3f}")
print("Same three quantities (kJ/mol)")
for n in shifts:
    print(f"  {n:5s} {shifts[n]*KJ_PER_EV:.1f}   {reactions[n]*KJ_PER_EV:.1f}"
          f"   {thermo[n]*KJ_PER_EV:.1f}")
print("delta_M - delta_CH4 and w_M - w_CH4 (eV)")
for n in shifts:
    print(f"  {n:5s} {results[n].delta-ref.delta:.3f}   {results[n].w-ref.w:.3f}")
print(f"Mean |vertical dE_rx - shift| {np.mean(np.abs(errors)):.3f} eV")
worst = max(abs(m.path_error) for m in results.values())
print(f"Largest path-integral mismatch {worst:.1e} eV")
co = results["CO"]
print("O nucleus acting on the C core in CO (eV)")
print(f"  core average {co.mean:.4f}   at C nucleus {co.centre:.4f}")
print("Penetration weight k*exp(-2 zeta s)(1/s+zeta), zeta=6/a0")
print(f"  s=0.10 angstrom: {deficit(0.10/BOHR)*EV:.3f} eV")
print(f"  s=CO bond length: {deficit(co.r_c/BOHR)*EV:.1e} eV")
print("PASS")
```

It prints:

```
Free cores, total energy (eV)
  C5+(1s1) -489.788   N5+(1s2) -1217.270
  N5+ minus C5+ -727.482
Minimized bond lengths (angstrom): molecule, cation
  CH4   1.0837   NH4+   1.0119
  CH3F  1.3634   NH3F+  1.3275
  CO    1.1135   NO+    1.0403
  CO2   1.1433   NO2+   1.0913
Total energies (eV): M, M+*, M'+ vertical, M'+ relaxed
  CH4   -1094.152 -803.347 -1538.519 -1538.931
  CH3F  -3783.692 -3490.047 -4225.210 -4225.511
  CO    -3068.058 -2770.937 -3507.623 -3508.128
  CO2   -5106.065 -4806.693 -5542.283 -5542.679
C 1s binding energy (eV): core-hole SCF, estimate with delta=0
  CH4   290.805   283.115
  CH3F  293.645   285.963
  CO    297.121   287.916
  CO2   299.372   291.265
Core-exchange energy (eV): delta, parts P, X, Q
  CH4   -7.691   -6.147 -3.112 1.568
  CH3F  -7.682   -6.151 -3.065 1.534
  CO    -9.205   -7.498 -3.241 1.534
  CO2   -8.107   -6.532 -3.127 1.550
Cation relaxation energy w (eV)
  CH4   0.412
  CH3F  0.301
  CO    0.504
  CO2   0.396
Relative to CH4 (eV): shift, vertical dE_rx, relaxed dE_rx
  CH3F  2.840   2.849   2.959
  CO    6.316   4.802   4.709
  CO2   8.567   8.150   8.166
Same three quantities (kJ/mol)
  CH3F  274.0   274.8   285.5
  CO    609.4   463.3   454.4
  CO2   826.6   786.3   787.9
delta_M - delta_CH4 and w_M - w_CH4 (eV)
  CH3F  0.009   -0.111
  CO    -1.514   0.093
  CO2   -0.417   -0.016
Mean |vertical dE_rx - shift| 0.647 eV
Largest path-integral mismatch 5.4e-04 eV
O nucleus acting on the C core in CO (eV)
  core average 103.4988   at C nucleus 103.4511
Penetration weight k*exp(-2 zeta s)(1/s+zeta), zeta=6/a0
  s=0.10 angstrom: 31.818 eV
  s=CO bond length: 1.9e-09 eV
PASS
```
